# Why Doping Weakens Phonon Satellites in Polar Oxides

**Q.** In photoemission from a lightly doped polar oxide I see the band and, roughly one longitudinal optical (LO) phonon energy below it, a weaker copy. With more doping the copy fades. What interaction makes it, before any carriers screen it?

**A.** Removing an electron leaves a charge that can shake the polar lattice. If one phonon is left behind, the photoelectron comes out with less energy, and a satellite appears.

Take one isotropic parabolic band of mass $m$, one polar mode and zero temperature. I set $\hbar=1$, so frequencies are energies. Let $\epsilon_\infty$ be the dielectric constant with the ions held fixed, $\epsilon_0$ the static one of the undoped crystal, and $\epsilon_{\rm vac}$ the vacuum permittivity. An ionic oscillator with transverse frequency $\omega_T$ gives

$$\frac{\epsilon}{\epsilon_\infty}=1-\frac{K}{\omega^2-\omega_T^2},\qquad K=\left(\frac{\epsilon_0}{\epsilon_\infty}-1\right)\omega_T^2 ,$$

where $K$ is fixed by the value at $\omega=0$. The LO frequency $\omega_L$ is the zero of $\epsilon$, so $K=\omega_L^2-\omega_T^2\equiv\Delta^2$. Inverting,

$$\frac{\epsilon_\infty}{\epsilon}=\frac{\omega^2-\omega_T^2}{\omega^2-\omega_L^2}=1+\frac{\Delta^2}{\omega^2-\omega_L^2}.$$

The screened interaction is $W=v_q/\epsilon$ with $v_q=e^2/(\epsilon_{\rm vac}q^2)$. Exchange of a boson of energy $\omega_L$ contributes $2\omega_L|g_q|^2/(\omega^2-\omega_L^2)$ to $W$. Comparison gives the Frohlich coupling

$$|g_q|^2=\frac{v_q\Delta^2}{2\epsilon_\infty\omega_L}.$$

**Q.** Now add carriers. May I divide $g_q$ by their static dielectric function?

**A.** The division is right, but the function must be taken at the frequency of the process. Let $\epsilon_c(q,\omega)$ be the carrier dielectric function relative to $\epsilon_\infty$, in the random phase approximation (RPA). The two polarizations add:

$$\frac{\epsilon}{\epsilon_\infty}=\epsilon_c-\frac{\Delta^2}{X},\qquad X=\omega^2-\omega_T^2 .$$

Subtract the purely electronic part from the inverse:

$$\frac{1}{\epsilon_c-\Delta^2/X}-\frac1{\epsilon_c}
=\frac{\Delta^2/X}{\epsilon_c(\epsilon_c-\Delta^2/X)}
=\frac{\Delta^2}{\epsilon_c(\epsilon_cX-\Delta^2)} .$$

Taking $\epsilon_c$ out of the last bracket,

$$\frac{\epsilon_\infty}{\epsilon}=\frac1{\epsilon_c}+\frac1{\epsilon_c^2}\,
\frac{\Delta^2}{\omega^2-\omega_T^2-\Delta^2/\epsilon_c}.$$

Each of the two vertices carries a factor $1/\epsilon_c(q,\omega)$. The same function also changes the phonon frequency, because carriers screen the field that lifts $\omega_L$ above $\omega_T$.

**Q.** Why should the plasma frequency decide whether $\epsilon_c$ matters? I would have compared a screening length with a wavelength.

**A.** The length tells you what the carriers do if given time. To see what they do in a limited time, apply a potential growing as $e^{yt}$, which is the response at imaginary frequency $iy$. With occupied states $k$ and $D_k=\varepsilon_{k+q}-\varepsilon_k$, the RPA gives

$$\epsilon_c(q,iy)-1=\frac{v_q}{\epsilon_\infty}\,2\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\frac{2D_k}{D_k^2+y^2}.$$

At large $y$ the fraction becomes $2D_k/y^2$. The term in $D_k$ linear in $\mathbf k$ averages to zero, leaving $q^2/2m$. With carrier density $n$ the result is

$$\epsilon_c-1\to\frac{v_q}{\epsilon_\infty}\frac{nq^2}{my^2}=\frac{\omega_p^2}{y^2},\qquad
\omega_p^2=\frac{ne^2}{\epsilon_{\rm vac}\epsilon_\infty m}.$$

For any $y$, causality relates the response to absorption at real frequencies $\nu$:

$$\epsilon_c(q,iy)-1=\frac2\pi\int_0^\infty d\nu\,\frac{\nu\,{\rm Im}\,\epsilon_c(q,\nu)}{\nu^2+y^2}.$$

Its large-$y$ limit fixes $\frac2\pi\int\nu\,{\rm Im}\,\epsilon_c\,d\nu=\omega_p^2$. Since ${\rm Im}\,\epsilon_c\ge0$, replacing the denominator by the smaller $y^2$ can only raise the integral:

$$0\le\epsilon_c(q,iy)-1\le\frac{\omega_p^2}{y^2}\quad\text{for every }q .$$

At $y=\omega_L$, carriers with $\omega_p\ll\omega_L$ barely respond at any wavelength, however strong their static screening.

This also limits the loss of phonon-mediated interaction. Put $\ell=\Delta^2/(y^2+\omega_T^2)$. The lattice reduces $\epsilon_\infty/\epsilon$ by $1/\epsilon_c-1/(\epsilon_c+\ell)=\ell/[\epsilon_c(\epsilon_c+\ell)]$, against $\ell/(1+\ell)$ without carriers. The remaining fraction is

$$R=\frac{1+\ell}{\epsilon_c(\epsilon_c+\ell)}\ge\frac1{\epsilon_c^2}\ge\left(1+\frac{\omega_p^2}{y^2}\right)^{-2},$$

where the first inequality uses $\epsilon_c+\ell\le\epsilon_c(1+\ell)$, true because $\epsilon_c\ge1$.

**Q.** A satellite lives at real frequency. There, long waves have $\epsilon_c=1-\omega_p^2/\omega^2$. At $\omega_p=\omega_L$ your vertex would diverge, not fade.

**A.** It would if the phonon stayed at $\omega_L$. It does not: phonon and plasmon mix. Setting $\epsilon=0$ and multiplying by $\omega^2(\omega^2-\omega_T^2)$ gives

$$(\omega^2-\omega_p^2)(\omega^2-\omega_T^2)-\Delta^2\omega^2=0,$$

$$\omega^4-(\omega_L^2+\omega_p^2)\omega^2+\omega_p^2\omega_T^2=0 .$$

Call the roots $\omega_\pm^2$. Then

$$\frac{\epsilon_\infty}{\epsilon}=\frac{\omega^2(\omega^2-\omega_T^2)}{(\omega^2-\omega_+^2)(\omega^2-\omega_-^2)}
=1+\sum_\pm\frac{S_\pm}{\omega^2-\omega_\pm^2},$$

and the residues in $\omega^2$ are

$$S_+=\frac{\omega_+^2(\omega_+^2-\omega_T^2)}{\omega_+^2-\omega_-^2},\qquad
S_-=\frac{\omega_-^2(\omega_T^2-\omega_-^2)}{\omega_+^2-\omega_-^2}.$$

Both are finite. Their sum is $\omega_+^2+\omega_-^2-\omega_T^2=\omega_p^2+\Delta^2$.

At low density the phonon is the upper mode. The product of the roots gives $\omega_-^2\simeq\omega_p^2\omega_T^2/\omega_L^2$, hence $S_-\simeq\omega_p^2(\omega_T/\omega_L)^4$ and

$$S_+\simeq\Delta^2+\omega_p^2\left[1-(\omega_T/\omega_L)^4\right].$$

The strength first rises. Free charges driven above their own resonance move out of phase with their static response, so they antiscreen.

At high density the phonon is the lower mode. Now $\omega_+^2\simeq\omega_p^2+\Delta^2$, so $\omega_-^2=\omega_p^2\omega_T^2/\omega_+^2\simeq\omega_T^2(1-\Delta^2/\omega_p^2)$. Substitution gives

$$S_-\simeq\frac{\omega_T^2\,(\omega_T^2\Delta^2/\omega_p^2)}{\omega_p^2}=\Delta^2\left(\frac{\omega_T}{\omega_p}\right)^4 .$$

This is $\Delta^2/\epsilon_c^2$ at $\omega_T$, where $\epsilon_c\simeq-\omega_p^2/\omega_T^2$. The carriers now follow the ions and cancel their long-range field.

**Q.** How does a mode strength become a satellite intensity?

**A.** Through the cumulant expansion. Consider a hole at the Fermi wavevector $k_F$. It can scatter to another occupied state $k'$ and emit boson $j$, at an energy cost $E=\omega_j+E_F-\varepsilon_{k'}$ with amplitude $g_j$. To second order the exponent of the hole propagator is

$$C(t)=-\sum|g_j|^2\int_0^t\!dt_1\int_0^{t_1}\!dt_2\,e^{-iE(t_1-t_2)}
=\sum|g_j|^2\left[\frac{it}{E}+\frac{e^{-iEt}-1}{E^2}\right].$$

The linear term shifts the quasiparticle energy. The $-1$ reduces its weight. Expanding $e^{C}$ once in the oscillating term gives the first satellite, with weight relative to the quasiparticle

$$a=\sum_{j,\,k'<k_F}\frac{|g_j|^2}{(\omega_j+E_F-\varepsilon_{k'})^2},\qquad
|g_j|^2=\frac{v_qS_j}{2\epsilon_\infty\omega_j}.$$

Virtual processes into empty states also reduce the quasiparticle, but to this order they do not change the ratio.

Let $\mathbf k'=\mathbf k_F-\mathbf q$, with $x$ the cosine between $\mathbf q$ and $\mathbf k_F$. The recoil energy is $w=E_F-\varepsilon_{k'}=(2k_Fqx-q^2)/2m$. Occupation requires $w\ge0$, so $q\le2k_F$, and $w$ runs up to $w_m=(k_Fq-q^2/2)/m$. Using $d^3q/(2\pi)^3=q^2dq\,dx/4\pi^2$ and $dx=m\,dw/(k_Fq)$,

$$a=\frac{e^2m}{4\pi^2\epsilon_{\rm vac}\epsilon_\infty k_F}\int_0^{2k_F}\frac{dq}{q}\sum_j\frac{S_j}{2\omega_j}\left[\frac1{\omega_j}-\frac1{\omega_j+w_m}\right].$$

**Q.** That needs modes at finite $q$, where carriers also have a continuum of pair excitations.

**A.** I replace plasmon and pairs by one pole at each $q$:

$$\epsilon_c=1-\frac{\omega_p^2}{\omega^2-E_q^2},\qquad E_q^2=\frac{\omega_p^2}{\epsilon_c(q,0)-1}.$$

It has the right sum rule, and the static RPA response fixes $E_q$. Damping is lost. Let $D={\rm diag}(\omega_T^2,E_q^2)$ and $u=(\Delta,\omega_p)$, so that $\epsilon/\epsilon_\infty=1-s$ with $s=u^T(\omega^2-D)^{-1}u$. Define $M=D+uu^T$ and solve $(\omega^2-M)z=u$. Moving $uu^Tz$ to the right gives $z=(\omega^2-D)^{-1}u\,(1+u^Tz)$. Multiplying by $u^T$ gives $u^Tz=s(1+u^Tz)$, so

$$1+u^T(\omega^2-M)^{-1}u=\frac1{1-s}=\frac{\epsilon_\infty}{\epsilon}.$$

The eigenvalues of $M$ are therefore $\omega_j^2$, and its unit eigenvectors $e_j$ give $S_j=(u\cdot e_j)^2$. I credit each line to the lattice in proportion to the squared lattice component of $e_j$. This is a bookkeeping choice, needed because near the crossover neither mode is purely a phonon.

**Q.** Where does the crossover enter once all these wavevectors are summed?

**A.** Compare two wavevectors. For $q\ll2k_F$, $w_m\simeq v_Fq$ with $v_F=k_F/m$, and the bare integrand is proportional to $1/(\omega_L+v_Fq)$. If $2k_F$ reaches well beyond $\omega_L/v_F$, the integrand has dropped to about half there, so recoil favours smaller wavevectors. Static screening acts below $k_{TF}$, where $k_{TF}^2=e^2N/(\epsilon_{\rm vac}\epsilon_\infty)$ and the density of states is $N=3n/(mv_F^2)$. Hence

$$k_{TF}^2=\frac{3\omega_p^2}{v_F^2},\qquad \frac{k_{TF}}{\omega_L/v_F}=\sqrt3\,\frac{\omega_p}{\omega_L}.$$

This comparison of lengths matters only when $2k_F$ exceeds both wavevectors, as it does from the crossover on in the example below. There the screening covers most of the wavevectors that recoil favours, and the carriers follow the phonon in part at the crossover and more fully at higher density. At low density $2k_F$ is the smallest of the three. Every allowed wavevector then lies below $k_{TF}$, and only the time comparison shows that the phonon escapes screening.

**Q.** Give me numbers.

**A.** Take a model oxide with $m=0.3\,m_e$, $\epsilon_\infty=5$, $\epsilon_0=15$ and $\omega_L=80$ meV. Then $\omega_T=80/\sqrt3=46.2$ meV, and the Frohlich constant is $\alpha=0.95$. The condition $\omega_p=\omega_L$ falls at $n=7.0\times10^{18}$ cm$^{-3}$.

At that density the long-wave roots, in meV$^2$, have sum $2\times6400=12800$ and product $6400\times2133$. Thus $\omega_\pm^2=6400\pm5226$, or $\omega_+=108$ and $\omega_-=34$ meV. The satellite weights at $k_F$, relative to the quasiparticle, are:

| $\omega_p/\omega_L$ | bare | static | dynamic | electronic |
|---|---|---|---|---|
| 0.1 | 0.048 | 0.0004 | 0.049 | 0.27 |
| 0.3 | 0.094 | 0.002 | 0.099 | 0.13 |
| 1 | 0.168 | 0.011 | 0.085 | 0.10 |
| 2 | 0.197 | 0.019 | 0.041 | 0.12 |
| 3 | 0.201 | 0.023 | 0.037 | 0.10 |

"Bare" has no carrier screening. "Static" divides $g_q$ by $\epsilon_c(q,0)$ and leaves the phonon at $\omega_L$. "Dynamic" is the lattice share of the coupled modes, and "electronic" is the rest.

Over this range the bare weight grows, because a larger Fermi sea offers more final states at $k_F$. The dynamic weight at $k_F$ therefore rises at first, from 0.049 to 0.099, and fades only at higher density. This rise is special to $k_F$. At low density most of the satellite lies at wavevectors beyond $k_F$: summed over all $k$, the bare weight per electron is 0.48 in the first row, close to $\alpha/2$, and 85% of it is outside the Fermi sphere. To isolate screening, divide the dynamic weight by the bare one at equal density. At the crossover this gives $0.0847/0.1675=0.51$. The full sequence is 1.03, 1.05, 0.51, 0.21, 0.19: almost no change, then a broad fall. The small excess over one depends on the bookkeeping. The higher mode energy offsets most of the rise of $S_+$, so the whole upper line is only 0.3% and 3% stronger than the bare one in the first two rows. Its lattice share is 0.997 and 0.965 of the bare weight, and the lattice share of the low-energy, carrier-like mode adds 0.037 and 0.088. The value one half at $\omega_p=\omega_L$ belongs to this oxide and to this way of sharing out the mixed modes. Part of the lattice share rides on the upper mode: 83%, 40% and 16% of it lies above 90 meV in the last three rows. Counting instead all boson energies from 30 to 95 meV, with the full Lindhard response, gives 1.00, 1.03, 0.24, 0.19, 0.20. In a weakly polar crystal the lattice share borrows plasmon strength near resonance and overshoots before it falls: with $\epsilon_0=5.5$ the ratio is 3.6 at $\omega_p=\omega_L$ and drops below one half only near $\omega_p=1.6\,\omega_L$. The lattice label then means little near resonance.

Dividing $g_q$ by the static function, with the phonon held at $\omega_L$, would have nearly erased the satellite at the lowest density, leaving 0.9% of it. There $k_{TF}=0.43$ nm$^{-1}$ exceeds $2k_F=0.25$ nm$^{-1}$, so every allowed wavevector is statically screened, yet the satellite survives because the carriers are slow.

**Q.** Density changes many things at once. How do you know that the frequency ratio is responsible?

**A.** Keep the carriers of the last row, with $\omega_p=240$ meV, and raise both phonon frequencies tenfold at fixed dielectric constants. The dynamic-to-bare ratio returns from 0.19 to 1.01. The carriers and their static screening are the same; they are now too slow.

**Q.** Between the last two rows the ratio hardly moves. Should it not go to zero?

**A.** Not in this model. Screening weakens beyond $k_{TF}$, while the hole can transfer up to $2k_F$. Since $k_{TF}^2\propto k_F$, the less screened window between them widens with density. At very high density $\omega_L/v_F\ll k_{TF}\ll2k_F$, and the bracket in $a$ is nearly $1/\omega_L$ above $\omega_L/v_F$. The bare integral then grows as $\ln(2k_Fv_F/\omega_L)$, and the surviving part as $\ln(2k_F/k_{TF})$. With $k_F\propto n^{1/3}$ the arguments scale as $n^{2/3}$ and $n^{1/6}$, so to leading logarithm

$$\frac{a_{\rm dynamic}}{a_{\rm bare}}\to\frac{1/6}{2/3}=\frac14 .$$

The ratio must therefore eventually rise from 0.19. It does so slowly, reaching 0.20 at $7\times10^{20}$ cm$^{-3}$ and 0.22 at $7\times10^{22}$ cm$^{-3}$. In absolute terms the prefactor $1/k_F$ finally makes the weight fall as $n^{-1/3}\ln n$, but this too is slow: 0.033 and 0.014 at those two densities, against 0.037 in the last row. At attainable doping the model gives a plateau, not a disappearance.

**Q.** And the electronic column? It falls at first, but in the last three rows it stays near 0.1.

**A.** Yes. What fades there is the phonon satellite, not every satellite. Plasmon and pair excitations remain, and from $\omega_p=\omega_L$ to $3\omega_L$ the upper long-wave mode moves from 108 to 249 meV. A feature that weakens while its onset stays roughly between $\omega_T$ and $\omega_L$ is mainly the lattice one, though recoil can spread its weight upward by as much as $E_F$; a feature that moves up as a whole with density is plasmon-like. Near the crossover the labels lose their meaning. At low density much of the electronic weight can lie so close to the quasiparticle that you would not resolve it: the lower long-wave mode is at 5 meV in the first row.

**Q.** How far should I trust the single pole and the RPA?

**A.** The total weight, lattice plus electronic, was also computed with the full Lindhard response. The single-pole totals lie 5 to 9% below it. That does not measure the error of the lattice share alone. A check free of mode labels is $R$ at $y=\omega_L$, averaged uniformly over $q$ up to $2k_F$ with the full Lindhard function: 0.98, 0.87, 0.50, 0.39, 0.38. It also passes one half near the crossover and changes little between the last two rows, though it ends at about twice the value of the satellite ratio, since it is a different average.

The RPA itself is a larger concern. It is controlled when $k_{TF}\ll k_F$, but here $k_{TF}$ exceeds $k_F$ in every row. Exchange and correlation between carriers could shift the numbers. Strong coupling, several polar modes, anisotropic bands, disorder and carriers bound to defects are also left out. The first two rows are the most exposed. With the donor radius set by $\epsilon_0$, $n^{1/3}a_B$ is 0.11 and 0.23, below the Mott value of about 0.26, so in a donor-doped crystal those carriers would be bound at zero temperature; the first row is also degenerate only below about 24 K. A bound carrier does not contribute to $\omega_p$ as a free one does, so compare your spectra with the density of mobile carriers. The tabulated values are in the numerical output below.

## Table of computed values

```
effective mass = 0.30 m_e
eps_inf = 5.0, eps_0 = 15.0
LO energy = 80.0 meV
TO energy = 46.2 meV
Frohlich alpha = 0.952
density at wp=wLO = 6.962e+18 cm^-3
Long-wavelength modes; S in units of Delta^2:
 wp/wLO=0.1: w-=4.60, w+=80.27 meV; S-=0.00163, S+=1.013
 wp/wLO=0.3: w-=13.45, w+=82.43 meV; S-=0.01251, S+=1.122
 wp/wLO=1.0: w-=34.27, w+=107.82 meV; S-=0.02526, S+=2.475
 wp/wLO=2.0: w-=42.53, w+=173.76 meV; S-=0.00485, S+=6.995
 wp/wLO=3.0: w-=44.51, w+=249.04 meV; S-=0.00118, S+=14.499
Satellite weights at k_F, relative to quasiparticle:
wp/wLO=0.1: n=6.962e+16 cm^-3, E_F=2.06 meV
 k_F=0.127, k_TF=0.429, wLO/v_F=2.475 nm^-1
 lattice: bare=0.0478, static=0.0004, dynamic=0.0494
 dynamic/bare=1.034, static/bare=0.009
 electronic=0.2671; total: model=0.3165, Lindhard=0.3470
 lattice part of W at i*wLO, q-mean/bare=0.984
wp/wLO=0.3: n=6.266e+17 cm^-3, E_F=8.90 meV
 k_F=0.265, k_TF=0.618, wLO/v_F=1.190 nm^-1
 lattice: bare=0.0942, static=0.0024, dynamic=0.0992
 dynamic/bare=1.052, static/bare=0.026
 electronic=0.1344; total: model=0.2335, Lindhard=0.2506
 lattice part of W at i*wLO, q-mean/bare=0.873
wp/wLO=1.0: n=6.962e+18 cm^-3, E_F=44.32 meV
 k_F=0.591, k_TF=0.923, wLO/v_F=0.533 nm^-1
 lattice: bare=0.1675, static=0.0111, dynamic=0.0847
 dynamic/bare=0.506, static/bare=0.066
 electronic=0.1016; total: model=0.1863, Lindhard=0.1972
 lattice part of W at i*wLO, q-mean/bare=0.496
wp/wLO=2.0: n=2.785e+19 cm^-3, E_F=111.68 meV
 k_F=0.938, k_TF=1.164, wLO/v_F=0.336 nm^-1
 lattice: bare=0.1966, static=0.0192, dynamic=0.0412
 dynamic/bare=0.210, static/bare=0.098
 electronic=0.1167; total: model=0.1579, Lindhard=0.1675
 lattice part of W at i*wLO, q-mean/bare=0.386
wp/wLO=3.0: n=6.266e+19 cm^-3, E_F=191.76 meV
 k_F=1.229, k_TF=1.332, wLO/v_F=0.256 nm^-1
 lattice: bare=0.2009, static=0.0233, dynamic=0.0373
 dynamic/bare=0.186, static/bare=0.116
 electronic=0.1024; total: model=0.1397, Lindhard=0.1482
 lattice part of W at i*wLO, q-mean/bare=0.383
Carriers with wp=240 meV, phonons raised tenfold:
 LO energy=800 meV, dynamic/bare=1.010
high-density S- / asymptotic law at wp=30 wLO: 0.9985
largest Fock-space satellite error = 1.2e-16
```
